\section*{Zincblende states at the zone centre of chalcopyrite}

\section{The problem}

A zincblende crystal has cubic edge $a$. Its cation sites are now occupied by two species, A and B, in the chalcopyrite pattern. The new crystal is body-centred tetragonal with edges $a,a,c$, and $c=2a$ exactly.

(a) Construct its reciprocal lattice. (b) Find which zincblende wave vectors become its zone centre. (c) Decide which of the states collected there are mixed directly by the cation order, and what this means for the optical gap of a crystal whose parent has an indirect gap.

Positions are given in units of $a$ and wave vectors in units of $2\pi/a$. A plane wave $\mathbf q$ then has the phase factor $e^{2\pi i\mathbf q\cdot\mathbf r}$. The chalcopyrite translations are generated by
\begin{equation}
(1,0,0),\quad (0,1,0),\quad (0,0,2),\quad (\tfrac12,\tfrac12,1),
\label{eq:trans}
\end{equation}
the last being the body centring $(a/2,a/2,c/2)$. Up to these translations, the cations are
\begin{equation}
\text{A}:\ (0,0,0),\ (0,\tfrac12,\tfrac12);\qquad
\text{B}:\ (0,0,1),\ (0,\tfrac12,\tfrac32).
\label{eq:sites}
\end{equation}
Spin is neglected, and the atoms stay on ideal zincblende sites until stated otherwise.

\section{A tempting solution}

The conventional tetragonal cell has volume $a\cdot a\cdot 2a=2a^3$. It holds two lattice points, so the primitive volume is $a^3$. The primitive zincblende cell has volume $a^3/4$. The new Brillouin zone is therefore four times smaller, and four zincblende wave vectors must meet at its centre.

One of them is $\Gamma$. The other three should be high-symmetry points, and zincblende has exactly three inequivalent X points,
\[
X_x=(1,0,0),\qquad X_y=(0,1,0),\qquad X_z=(0,0,1).
\]
Since $1+3=4$, the zone centre receives $\Gamma$ and the three X points. If the parent has its conduction minimum at X, the ordered crystal has a threefold minimum at its zone centre.

\section{Where it fails}

The count of four is right, but a count does not select the points. A zincblende Bloch function at $\mathbf K$ acquires the factor $e^{2\pi i\mathbf K\cdot\mathbf t}$ under a translation $\mathbf t$. It belongs to the chalcopyrite zone centre if and only if this factor is 1 for every chalcopyrite translation. Take $X_x$ and the body centring:
\begin{equation}
e^{2\pi i(1,0,0)\cdot(1/2,1/2,1)}=e^{i\pi}=-1 .
\end{equation}
So $X_x$ is not at the zone centre. The same calculation excludes $X_y$. For $X_z$ the factor is $e^{2\pi i}=1$, and the other generators also give 1, so $X_z$ does belong there.

The tempting answer is correct for a different crystal, one with a simple cubic cell of edge $a$. That cell also has volume $a^3$. Its reciprocal lattice consists of all integer triples, among which are all three X points. Two lattices with equal cell volumes fold equal numbers of points, but not the same points.

\section{The right solution}

\subsection{The reciprocal lattice}

A vector $\mathbf q=(q_x,q_y,q_z)$ is reciprocal to the chalcopyrite lattice if its scalar product with each generator in \eqref{eq:trans} is an integer. The first three generators require $q_x$, $q_y$ and $2q_z$ to be integers, so
\[
\mathbf q=(h,k,l/2).
\]
The fourth requires $h/2+k/2+l/2$ to be an integer. Hence
\begin{equation}
\boxed{\ \mathbf q=(h,k,l/2),\qquad h,k,l\ \text{integers},\quad h+k+l\ \text{even}.\ }
\label{eq:rec}
\end{equation}
These conditions are sufficient as well as necessary, because every translation is an integer combination of the generators.

Primitive vectors follow from the primitive translations $\mathbf a_1=(-\frac12,\frac12,1)$, $\mathbf a_2=(\frac12,-\frac12,1)$, $\mathbf a_3=(\frac12,\frac12,-1)$. The vectors
\[
\mathbf b_1=(0,1,\tfrac12),\quad \mathbf b_2=(1,0,\tfrac12),\quad \mathbf b_3=(1,1,0)
\]
satisfy $\mathbf b_i\cdot\mathbf a_j=\delta_{ij}$. For example, $\mathbf b_1\cdot\mathbf a_1=\frac12+\frac12=1$, $\mathbf b_1\cdot\mathbf a_2=-\frac12+\frac12=0$ and $\mathbf b_1\cdot\mathbf a_3=\frac12-\frac12=0$. The factor $2\pi$ is contained in the unit.

\subsection{The zincblende reciprocal lattice}

Zincblende wave vectors are equivalent if they differ by a zincblende reciprocal vector $\mathbf G$. The primitive translations $(0,\frac12,\frac12)$, $(\frac12,0,\frac12)$, $(\frac12,\frac12,0)$ require
\[
G_y+G_z=2n_1,\qquad G_x+G_z=2n_2,\qquad G_x+G_y=2n_3
\]
with integer $n_i$. Adding the last two equations and subtracting the first gives $G_x=n_2+n_3-n_1$. Similarly $G_y=n_1+n_3-n_2$ and $G_z=n_1+n_2-n_3$. All three are integers with the parity of $n_1+n_2+n_3$. Conversely, three integers of equal parity have even pairwise sums. So $\mathbf G$ runs over the integer triples that are all even or all odd.

Each such $\mathbf G$ is contained in \eqref{eq:rec}: it has $h=G_x$, $k=G_y$, $l=2G_z$, and $G_x+G_y+2G_z$ is even. It remains to sort the vectors \eqref{eq:rec} into classes that differ by a $\mathbf G$.

\subsection{Sorting the classes}

\emph{Even $l$.} Then $h+k$ is even, so $h$ and $k$ have equal parity, and $l/2$ is an integer. If $l/2$ shares their parity, $\mathbf q$ is a $\mathbf G$ and is equivalent to $\Gamma$. If not, $\mathbf q-(0,0,1)$ is a $\mathbf G$, and $\mathbf q$ is equivalent to $X_z$.

\emph{Odd $l$.} Then $h$ and $k$ have opposite parity. Define
\[
W=(1,0,\tfrac12),\qquad W'=(0,1,\tfrac12).
\]
Suppose first that $h$ is odd. The difference $\mathbf q-W=(h-1,k,(l-1)/2)$ has two even components and an integer third one. If the third is even, $\mathbf q$ is equivalent to $W$. If it is odd, $\mathbf q$ is equivalent to $W+(0,0,1)=(1,0,\frac32)$. Subtracting $(1,1,1)$ and adding $(0,2,0)$, both allowed, turns this into $(0,1,\frac12)=W'$. If instead $k$ is odd, exchanging the first two components gives the same two classes.

The four classes are distinct. $X_z$ has mixed parity, so it is not equivalent to $\Gamma$. $W$ and $W'$ have a half-integer component, so they are equivalent to neither. Their difference $(1,-1,0)$ has mixed parity. Therefore
\begin{equation}
\boxed{\ \text{chalcopyrite zone centre}\ \longleftarrow\ \Gamma,\ X_z,\ W,\ W'.\ }
\label{eq:fold}
\end{equation}
This agrees with the volume ratio of four.

The new points are W points in the usual sense, corners of the zincblende Brillouin zone. The squared distance from $W$ to $\mathbf G$ is
\[
(G_x-1)^2+G_y^2+(G_z-\tfrac12)^2 .
\]
The last term is at least $\frac14$. The first two cannot both vanish, since $G_x=1$ and $G_y=0$ have opposite parity. The minimum is thus $\frac54$, reached at the four points $(0,0,0)$, $(2,0,0)$, $(1,1,1)$ and $(1,-1,1)$. These do not lie in one plane, so $W$ is a corner.

Two relations will be needed. Since $(2,0,0)$ is a $\mathbf G$,
\begin{equation}
2W=(2,0,1)\equiv X_z .
\label{eq:twoW}
\end{equation}
Also $-W+(1,1,1)=(0,1,\frac12)$, so $W'\equiv-W$. Without spin, time reversal makes the energies at $W$ and $W'$ equal.

\subsection{Where the other X points go}

Consider $T=(0,0,\frac12)$, which is $2\pi/c$ along the tetragonal axis. The difference $X_x-T=(1,0,-\frac12)$ has $h+k+l=1+0-1=0$, so it is a chalcopyrite reciprocal vector. The same holds for $X_y-T$. The two missing X points fold to $T$, on the zone boundary.

If $c\ne2a$, the derivation survives for a parent strained to the same $c/a$: measure the $z$ component of wave vectors in units of $4\pi/c$. For an unstrained parent it fails, since $4\pi/c$ is then no longer the X wave number.

\section{What the cation order mixes}

Folding alone only relabels states. Mixing requires a potential that distinguishes A from B. Let $\sigma=+1$ on A and $-1$ on B, and define
\begin{equation}
S(\mathbf q)=\tfrac14\sum_{n=1}^{4}\sigma_n e^{-2\pi i\mathbf q\cdot\boldsymbol\tau_n}
\end{equation}
over the four sites \eqref{eq:sites}. Adding a $\mathbf G$ to $\mathbf q$ changes nothing, because $\mathbf G\cdot\boldsymbol\tau_n$ is an integer. In the order A, A, B, B,
\begin{align}
S(\Gamma)&=\tfrac14(1+1-1-1)=0,\\
S(X_z)&=\tfrac14(1-1-1+1)=0,\\
S(W)&=\tfrac14(1-i+1-i)=\tfrac12(1-i).
\end{align}
In the last line the phases $W\cdot\boldsymbol\tau_n$ are $0,\frac14,\frac12,\frac34$, and the signs of B are included. Since $W'\equiv-W$, $S(W')$ is the complex conjugate. Thus $|S|^2=\frac12$ at $W$ and at $W'$.

A potential proportional to $\sigma$ couples two zincblende states only if their wave vectors differ by $W$ or $W'$. It couples $\Gamma$ to the W points, and the W points to $X_z$. It does not couple $\Gamma$ directly to $X_z$; that needs two steps, as \eqref{eq:twoW} allows.

Let $D$ measure the strength of this potential. A nondegenerate level at $X_z$ has no first-order shift, because $S(\Gamma)=0$. To second order,
\begin{equation}
\Delta E_X=\sum_{n\in W,W'}\frac{|\langle n|V|X\rangle|^2}{E_X-E_n}\propto D^2 .
\label{eq:shift}
\end{equation}
The first-order admixture of W states has amplitude $\propto D$ and weight $\propto D^2$.

For the optical transition from the $\Gamma$ valence top, note that momentum connects only states of the same class. The conduction state contains $X_z$ at order 1, W at order $D$ and $\Gamma$ at order $D^2$. The valence state contains $\Gamma$, W and $X_z$ at these same orders. Every product of equal classes is of order $D^2$: $\Gamma$ with $\Gamma$, W with W, $X_z$ with $X_z$. The transition probability is therefore $\propto D^4$ at leading order, unless symmetry cancels the sum.

\section{A worked example}

\subsection{The parent}

The parent is a local-pseudopotential model with $a=0.545$ nm, in the regime of gallium phosphide. The unit of wave number is $2\pi/a=11.529$ nm$^{-1}$, and a free electron with this wave number has energy 5.064 eV. With the cation at the origin and the anion at $\mathbf d=(\frac14,\frac14,\frac14)$,
\[
V(\mathbf G)=\tfrac12\left[(v_S+v_A)+(v_S-v_A)e^{-2\pi i\mathbf G\cdot\mathbf d}\right].
\]
The round form factors are $v_S=-3.0,\,0.4,\,1.0$ eV at $G^2=3,8,11$ and $v_A=1.6,\,1.0,\,0.3$ eV at $G^2=3,4,11$. Both vanish from $G^2=12$ on. The entries missing at $G^2=4$ and $8$ drop out of $V(\mathbf G)$, and $V(0)$ only shifts all levels together. The Hamiltonian is diagonalized in plane waves with $q^2\le21$. Raising this cutoff to 50 increases the indirect gap by 13 meV and moves the other levels tabulated below by at most 10 meV.

Measured from the valence top at $\Gamma$, the relevant levels in eV are:
\begin{center}
\begin{tabular}{lcc}
point & highest valence & lowest conduction\\
$\Gamma$ & 0 & 2.71\\
$X_z$ & $-2.32$ & 2.19\\
$W$, $W'$ & $-2.92$ & 5.36
\end{tabular}
\end{center}
The tempting solution would put three conduction levels at 2.19 eV at the zone centre. There is one. In place of the other two X points come the W points, whose lowest conduction level is more than 3 eV higher.

Energies at the zone centre cannot show \emph{which} X point has folded, because cubic symmetry makes all three equal. A general wave vector can. At $\mathbf k=(0.10,0.07,0.03)$ the chalcopyrite-cell spectrum is the union of the zincblende spectra at $\mathbf k$ plus each point in \eqref{eq:fold}. Replacing $X_z$ by $X_x$ there displaces levels among the lowest 24 by up to 0.22 eV.

\subsection{Switching on the order}

Let the form factors of A and B be changed by $\pm De^{-q^2/4}$. The matrix element between the plane waves $0$ and $W$, with $D=1$ eV and $|W|^2=\frac54$, has magnitude
\begin{equation}
\tfrac12De^{-5/16}|S(W)|
=0.5\times0.732\times0.707\ \text{eV}=0.259\ \text{eV}.
\end{equation}
The first factor $\frac12$ is the one in $V(\mathbf G)$.

At the weaker order $D=0.2$ eV, diagonalization lowers the X-derived level by 0.741 meV, and \eqref{eq:shift} gives the same value to these digits. With the plane-wave cutoff raised to 35, diagonalization gives 0.745 meV. The shift is downward, so the W states above outweigh those below. Doubling $D$ from 0.1 to 0.2 eV multiplies the W weight by 4.00 and the optical strength by 15.99, close to the leading-order factors $2^2$ and $2^4$.

At $D=1$ eV the lowest transition at the zone centre is at 2.18 eV. Its conduction state is 99.6\% $X_z$, with 0.22\% from each W point and about $4\times10^{-6}$ from $\Gamma$. The transition to the $\Gamma$-derived conduction state lies at 2.67 eV. Let
\[
P_j=\frac2m\sum_v|\langle c|p_j|v\rangle|^2,
\]
summed over the three highest valence states. In eV, for $j=x,y,z$,
\begin{align*}
X\text{-derived}:&\quad 7.4\times10^{-4},\ \ 7.4\times10^{-4},\ \ 0;\\
\Gamma\text{-derived}:&\quad 18.0,\ \ 18.0,\ \ 18.2 .
\end{align*}
The zero holds to rounding precision. All of the weak strength comes from the $x,y$ doublet at the valence top. The $z$-like singlet, only 2 meV lower, contributes nothing in any polarization. The ratio of the sums is $1.48\times10^{-3}/54.3=2.7\times10^{-5}$. With the plane-wave cutoff raised to 40, the lowest transition moves up by 13 meV and the ratio becomes $2.8\times10^{-5}$. The lowest transition conserves the chalcopyrite wave vector, yet it is very weak. Such a gap is called pseudodirect.

\subsection{Is the gap at the zone centre at all?}

The parent minima $X_x$ and $X_y$ now lie at $T$. With $D=1$ eV the lowest conduction level at the zone centre is below that at $T$ by only 0.35 meV, or 0.22 meV with the cutoff raised to 40. In the parent these levels are equal by symmetry, so the difference comes entirely from the assumed order potential. By the $D^2$ scaling, that potential lowers the zone-centre level by about $25\times0.741$ meV $\approx19$ meV. A modest change in its assumed dependence on $q$ can therefore reverse so small a difference. Replacing $e^{-q^2/4}$ by $e^{-0.3q^2}$ puts the level at $T$ lower by 0.7 meV, so the sign is not a reliable result.

A small tetragonal strain outweighs it. With a round deformation potential $\Xi_u=7$ eV and $c/a=1.99$, to first order in the strain,
\begin{equation}
E(X_z)-E(X_{x,y})=\Xi_u\left(\frac{c}{2a}-1\right)
=7\ \text{eV}\times(-0.005)=-35\ \text{meV}.
\end{equation}
With this deformation potential and the atoms on ideal sites, a compression of this size along $c$ favours the zone centre, and an equal extension favours $T$. The same compression also reorders the valence top. With a round shear deformation potential $b\approx-1.5$ eV, the singlet rises relative to the doublet by $3b\,(c/2a-1)\approx22$ meV and passes it. Without spin the lowest zone-centre transition is then forbidden, and the weak transition from the doublet lies about 20 meV higher. The splitting is comparable with the thermal energy at 300 K, 26 meV, so both sets of valleys would then hold electrons. Folding makes a direct gap possible but does not guarantee it.

\subsection{The model beside real crystals}

The parent's gaps resemble those of gallium phosphide, roughly 2.3 eV indirect and 2.8 eV direct. In the real crystal the conduction minimum lies slightly inside the zone from X; along the $\Gamma$--X line the model puts it at X. A minimum displaced along $z$ folds near the zone centre, not onto it. The value $D=1$ eV is a choice for isovalent order in an epitaxial alloy, not a fit to one.

Real bonds to A and B differ in length. Moving the anion from $(\frac14,\frac14,\frac14)$ to $(0.26,\frac14,\frac14)$, and its partners correspondingly, changes the equal bonds of 0.236 nm to 0.239 nm (A) and 0.233 nm (B). With $D$ and $c=2a$ held fixed, the lowest transition moves to 2.16 eV and the strength ratio falls to $1.8\times10^{-5}$. The opposite displacement, to 0.24, raises the ratio to $6.0\times10^{-5}$, so the direction matters. It also lifts the valence singlet 9 meV above the doublet. Without spin the lowest transition then has no strength at all, and this ratio belongs to the transition from the doublet. With the plane-wave cutoff raised to 35, the transition at 2.16 eV moves up by about 13 meV and both ratios rise by at most 5\%. At 0.26 the lowest conduction level at the zone centre lies about 25 meV below that at $T$, a difference comparable with the strain splitting above. These estimates are crude: they join the form factors by straight lines in $q^2$ and hold them constant below $q^2=3$. Continuing the straight lines down to $q=0$ instead changes the two ratios to $2.5\times10^{-5}$ and $4.3\times10^{-5}$. On the ideal sites and at 0.26 the valence top is a doublet of $x,y$ character. A spin-orbit splitting of roughly 80 meV would then raise it by a third of that, 27 meV, and reduce both transition energies equally.

An epitaxial alloy may also be imperfectly ordered. If the mean occupation contrast is reduced by a factor $\eta$, then in mean field $D$ becomes $\eta D$, and the weak transition scales as $\eta^4$. For $\eta=0.5$ the strength ratio drops sixteenfold, to about $2\times10^{-6}$. This leaves out the random part of the occupation, which has Fourier components at $X_z$ as well and can couple $\Gamma$ to $X_z$ directly. The calculated strength therefore describes the periodic order alone and is not a prediction of the absorption of a partly ordered film.
